# Surface Green's Function of a Half-Crystal from Cut Bulk Bonds

Let a crystal be divided into identical layers, each coupled only to its two neighbours. If $G_{n-m}(z)$ is the block of the bulk Green's function between layers $n$ and $m$, and $V$ is the hopping block from the Hamiltonian row of layer $n$ to the column of layer $n+1$, then removing all bonds between layers 0 and 1 leaves a half-crystal $n\ge 1$ whose surface block is

$$
g_R=(1+G_1V)^{-1}G_0 .
$$

The other half, $n\le 0$, has the surface block

$$
g_L=(1+G_{-1}V^\dagger)^{-1}G_0 .
$$

No inverse of $V$ appears, so the hopping matrix may be singular, as it is when some orbital of a layer has no hopping to the next layer.

The setting is a one-electron Hamiltonian in an orthonormal basis of localized orbitals, with

$$
H_{nn}=H_0,\qquad H_{n,n+1}=V,\qquad H_{n+1,n}=V^\dagger ,
$$

and all other blocks zero. Hopping of longer but finite range is brought to this form by making the layers thicker. For a crystal that is periodic along the surface, $H_0$ and $V$ depend on the conserved wavevector parallel to the surface, and the argument holds for each such wavevector separately. The energy $z$ has $\operatorname{Im}z>0$; retarded quantities at a real energy $E$ are limits $z\to E+i0$.

A Bloch state has layer amplitudes $\psi_n=e^{ikn}u$, where $k$ is the phase per layer. Inserting this in $H\psi$ gives the matrix $h(k)=H_0+Ve^{ik}+V^\dagger e^{-ik}$ acting on $u$. The bulk Green's function $G=(z-H)^{-1}$ is therefore

$$
G_{n-m}(z)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ik(n-m)}\,[z-h(k)]^{-1}.
$$

Only $G_0$ and $G_{\pm1}$ are needed for the surface.

The cut is a perturbation $U$ with just two nonzero blocks, each cancelling one hopping block:

$$
U_{01}=-V,\qquad U_{10}=-V^\dagger .
$$

The Green's function $g$ of the cut crystal obeys $(z-H-U)g=1$. Moving $Ug$ to the right and multiplying from the left by $G$ gives the Dyson equation

$$
g=G+GUg .
$$

Its $(1,1)$ block is

$$
g_{11}=G_{0}+G_{1}U_{01}g_{11}+G_{0}U_{10}g_{01},
$$

because $U$ can act only from layer 1 to layer 0 or from layer 0 to layer 1. The last term vanishes. Indeed $H+U$ is block diagonal, with one block for each half-crystal. Both blocks are Hermitian and $z$ is not real, so each has a unique inverse of $z$ minus itself, and the inverse of the whole is block diagonal too. Thus $g_{01}=g_{10}=0$, and

$$
g_R=G_0-G_1Vg_R\quad\Longrightarrow\quad (1+G_1V)\,g_R=G_0 .
$$

On the left side the surviving term is $G_{01}U_{10}g_{00}=-G_{-1}V^\dagger g_L$, which gives the formula for $g_L$.

It remains to show that the bracket can be inverted. From $G^{-1}=z-H$,

$$
G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=G\,(z^*-z)\,G^\dagger=-2i\,(\operatorname{Im}z)\,GG^\dagger .
$$

Let $u$ be a nonzero vector placed in one layer. Then

$$
u^\dagger\,\frac{G_0-G_0^\dagger}{2i}\,u=-(\operatorname{Im}z)\,\|G^\dagger u\|^2<0,
$$

since $G^\dagger$ is invertible. If $G_0u$ were zero, the left side would be zero. Hence $G_0$ has no null vector. As $G_0$ is the product of the square matrices $1+G_1V$ and $g_R$, both factors are invertible. The same holds on the left.

The Dyson equation also gives the interior of the half-crystal. For $n,m\ge1$ the same two blocks of $U$ give

$$
g_{nm}=G_{n-m}-G_nVg_{1m},\qquad g_{1m}=(1+G_1V)^{-1}G_{1-m},
$$

where the second relation is the first one at $n=1$, solved for $g_{1m}$.

These relations were tested with three orbitals per layer, random complex blocks, a hopping matrix of rank 2 and $z=0.4+0.4i$ eV. Against direct inversion of a 200-layer slab, the right surface, the left surface and the block $(3,2)$ differed by at most $2\times10^{-15}$ eV$^{-1}$ in any element.

At a real energy in a bulk gap, the bracket may become singular, and this has a physical meaning. Suppose the right half-crystal has a bound state $\psi$ at energy $E$, set to zero for $n\le0$. Then $(E-H)\psi=U\psi$, or $\psi=GU\psi$, and its layer-1 part reads $(1+G_1V)\psi_1=0$. Here $\psi_1\neq0$, for otherwise $U\psi$ and with it $\psi$ would vanish. A surface state thus requires

$$
\det(1+G_1V)=0 .
$$

Conversely, if $(1+G_1V)u=0$ with $u\ne0$, define $\psi_n=-G_nVu$, so that $\psi_1=u$. These amplitudes decay away from the cut because $E$ lies in a gap. They obey $(E-H)\psi=-Vu$ on layer 0 and zero elsewhere. On layer 0 this source cancels the hopping term $-V\psi_1$, so the part with $n\le0$ satisfies the equation of the isolated left half. If that part is nonzero, it is a left surface state; if it is zero, the remainder is a right surface state. A zero of the determinant therefore reveals a state bound to the cut, but does not by itself say on which side.

A chain with two sites $A,B$ per cell gives an example of a zero and of a nonzero determinant. Let the bond inside the cell be $a>0$ and the bond from $B$ to the next $A$ be $b>0$, with site energies zero. The only nonzero element of $V$ is $V_{BA}=b$, and $h_{BA}(k)=a+be^{ik}$. At $E=0$ the matrix $[E-h(k)]^{-1}$ has the $AB$ element $-1/(a+be^{ik})$, hence

$$
\det(1+G_1V)=1+b\,(G_1)_{AB}=1-\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{be^{ik}}{a+be^{ik}} .
$$

For $b>a$ the integrand is $1/[1+(a/b)e^{-ik}]$. Its geometric series has the constant term 1, all other terms average to zero, and the determinant is 0. For $b<a$ the series in $(b/a)e^{ik}$ has no constant term, and the determinant is 1. Cutting the stronger bond leaves one mid-gap state on each side of the cut; cutting the weaker one leaves none. With bonds of 0.5 and 1.0 eV, an open chain of 60 cells has a level at zero energy, to the printed four decimals, in the first case. In the second its lowest $|E|$ is 0.5013 eV, just outside the gap edge $|a-b|=0.5$ eV.

The simple chain has one orbital per site, site energy $\varepsilon$ and real hopping $v$. Its bulk Green's function solves

$$
(z-\varepsilon)G_n-v(G_{n+1}+G_{n-1})=\delta_{n0}.
$$

Away from $n=0$ a power $\lambda^n$ is a solution if

$$
z-\varepsilon=v\left(\lambda+\frac1\lambda\right).
$$

The two roots have product 1. Neither lies on the unit circle when $z$ is complex, since $\lambda+1/\lambda$ would then be real. Take $|\lambda|<1$ and set $G_n=A\lambda^{|n|}$, which decays on both sides. The equation at $n=0$ gives $A(z-\varepsilon-2v\lambda)=Av(1/\lambda-\lambda)=1$, so

$$
G_n=\frac{\lambda^{|n|}}{v(1/\lambda-\lambda)} .
$$

The bracket of the surface formula becomes

$$
1+vG_1=1+\frac{\lambda}{1/\lambda-\lambda}=\frac{1/\lambda}{1/\lambda-\lambda},
$$

and division of $G_0$ by it leaves

$$
g=\frac{\lambda}{v}.
$$

This can be checked without the bulk. Adding one site to the end of a half-chain gives the same half-chain. Eliminating the old sites, whose end responds with $g$, leaves the new end site with the equation $g=1/(z-\varepsilon-v^2g)$. Substitution of $g=\lambda/v$ turns the denominator into $v(\lambda+1/\lambda)-v\lambda=v/\lambda$, as required. The quadratic equation also has the root $1/(v\lambda)$; the bulk route has already selected the decaying one.

Inside the band write $\lambda=e^{ik}$, so that $E=\varepsilon+2v\cos k$. A small imaginary part $\eta$ of the energy shifts $k$ by $i\eta/(dE/dk)$. The condition $|\lambda|<1$ therefore selects the wave with $dE/dk>0$, which carries current away from the surface into the half-chain. With $s=dE/dk=-2v\sin k>0$,

$$
G_0=\frac{1}{v(e^{-ik}-e^{ik})}=\frac{1}{-2iv\sin k}=-\frac{i}{s},\qquad \rho_{\rm bulk}=-\frac1\pi\operatorname{Im}G_0=\frac{1}{\pi s}.
$$

For site $n$ the interior formula gives $g_{nn}=G_0-G_nv(1+vG_1)^{-1}G_{1-n}$. Here $(1+vG_1)^{-1}=1-\lambda^2$, $G_n=\lambda^nG_0$, $G_{1-n}=\lambda^{n-1}G_0$ and $vG_0=\lambda/(1-\lambda^2)$. The correction is then $\lambda^{2n}G_0$, and

$$
g_{nn}=G_0(1-\lambda^{2n}),\qquad \rho_n=\rho_{\rm bulk}\,[1-\cos(2nk)]=2\sin^2(nk)\,\rho_{\rm bulk}.
$$

This is the standing wave that vanishes on the missing site 0. At the surface,

$$
\rho_1=\frac{|\sin k|}{\pi|v|}=\frac{\sqrt{4v^2-(E-\varepsilon)^2}}{2\pi v^2}.
$$

The bulk density diverges at the band edges, where $s\to0$, while the surface density goes to zero. There $G_0$ and $G_1$ both diverge although $g$ stays finite. The slope of $g$ diverges too: from $g=e^{ik}/v$ follows $|dg/dE|=1/(|v|s)$. A given small imaginary part of the energy, used in place of the limit $i0$, therefore changes $g$ most near the edges. Deep in the chain $\rho_n$ at a fixed real energy keeps oscillating with $n$; for $\operatorname{Im}z>0$ the factor $\lambda^{2n}$ dies out and $g_{nn}$ tends to $G_0$.

As a numerical case take round model parameters, attached to no material: $\varepsilon=0$, $v=-1$ eV and $E=1.2$ eV. Then $\cos k=-0.6$, $\sin k=0.8$ and $k=2.2143$. The sign of $\sin k$ follows from $s>0$. With $s=1.6$ eV,

$$
G_0=-0.625i\ \text{eV}^{-1},\qquad G_1=(-0.6+0.8i)(-0.625i)=0.5+0.375i\ \text{eV}^{-1}.
$$

The bracket is $1+vG_1=0.5-0.375i$, and

$$
g=\frac{-0.625i}{0.5-0.375i}=0.6-0.8i\ \text{eV}^{-1},
$$

in agreement with $\lambda/v$. The surface density of states is $0.8/\pi=0.2546$ eV$^{-1}$ per spin, against 0.1989 eV$^{-1}$ in the bulk. At 1.99 eV, close to the edge at 2 eV, the order is reversed: 0.0318 at the surface and 1.5935 eV$^{-1}$ in the bulk.

The density integrated from the band bottom to 1.2 eV is 0.8576 on site 1, 0.6621 on site 2 and 0.6699 on site 3. Summing the squared eigenvectors of an open chain of 1000 sites gives 0.8576, 0.6620 and 0.6699. The bulk value is $k/\pi=0.705$, so for this filling the ideal cut leaves extra charge on the end site. In a self-consistent calculation such a charge would alter the site energies.

Outside the band no wave carries current away. At $E=2.5$ eV, $\lambda=-0.5$, $G_0=0.6667$ and $G_1=-0.3333$ eV$^{-1}$. The bracket is $1.3333$, and $g=0.5$ eV$^{-1}$ is real: the half-chain has no states at this energy.

When the half-chain serves as a lead, joined by a bond $v$ to another site, it adds the self-energy $\Sigma=v^2g=v\lambda$ to that site. Its broadening is

$$
\Gamma=-2\operatorname{Im}\Sigma=-2v\sin k=\frac{dE}{dk},
$$

which is the group velocity times $\hbar$ over the site spacing. At 1.2 eV, $\Sigma=0.6-0.8i$ eV and $\Gamma=1.6$ eV. A site with the same $\varepsilon$ between two such leads has the Green's function $1/(E-\varepsilon-2v\lambda)=1/[v(1/\lambda-\lambda)]$, which is the bulk $G_0$ again. The transmission is $\Gamma^2|G_0|^2=1.6^2\times0.625^2=1$. The cut and the rejoining cancel, as they must in a perfect chain.

The ideal cut changes nothing but the bonds. If the surface layer's own block also changes by a Hermitian matrix $D$, then $U_{11}=D$ adds $G_0Dg_R^{(D)}$ to the right side of the Dyson equation for the new surface block $g_R^{(D)}$, and with $g_R$ still the block of the ideal cut,

$$
g_R^{(D)}=(1+G_1V-G_0D)^{-1}G_0=\left(g_R^{-1}-D\right)^{-1}.
$$

The second form uses $1+G_1V=G_0g_R^{-1}$. On the chain it reads $1/(v/\lambda-D)$, with a pole at $\lambda=v/D$. This is a decaying solution only for $|D|>|v|$, and the bound state then lies at

$$
E_b=\varepsilon+D+\frac{v^2}{D}.
$$

Its weight on the end site is the residue of the pole in energy. Differentiating $E=\varepsilon+v(\lambda+1/\lambda)$ gives $d(v/\lambda)/dE=1/(1-\lambda^2)$, so the weight is $1-\lambda^2=1-v^2/D^2$. For $D=1.5$ eV the state is at 2.1667 eV with weight 0.5556; for $D=0.8$ eV the highest level of a 1000-site chain remains inside the band.

At a real surface, relaxation of the atoms and redistribution of charge change the site energies and hoppings, generally in more than one layer, and hopping does not stop at the nearest neighbour. Two chosen changes, not values for a particular material, show the sensitivity at fixed $E=1.2$ eV, $\varepsilon$ and $v$. A surface shift of 0.2 eV replaces $1/g=0.6+0.8i$ eV by $0.4+0.8i$ eV. The surface density becomes 0.3183 eV$^{-1}$, which is 25% above the ideal cut. A second-neighbour hopping $t_2=0.1$ eV requires layers of two atoms, with

$$
H_0=\begin{pmatrix}\varepsilon&v\\v&\varepsilon\end{pmatrix},\qquad
V=\begin{pmatrix}t_2&0\\v&t_2\end{pmatrix},
$$

and the cut now removes three bonds. The density on the end atom falls to 0.2233 eV$^{-1}$, 12.3% below the ideal nearest-neighbour value. This is not a pure surface effect, since $t_2$ also alters the dispersion, to $E=\varepsilon+2v\cos k+2t_2\cos2k$. The bulk density $1/(\pi|dE/dk|)$ at the same energy falls from 0.1989 to 0.1628 eV$^{-1}$, or by about 18%. The remaining values are in the numerical output below.

## Numbers as computed

```
General case, 3 orbitals per layer, z = 0.4+0.4i eV
  rank of V (of 3): 2
  largest error, right surface: 2e-15 1/eV
  largest error, left surface: 2e-15 1/eV
  largest error, block (3,2): 1e-15 1/eV
  largest cross-block element: 2e-15 1/eV
  largest error with surface shift D: 1e-15 1/eV
Alternating chain, E = 0 (mid-gap)
  kept bond 0.5 eV, cut bond 1.0 eV: |det(1+G1 V)| = 0.0000, lowest |E| of 60 cells = 0.0000 eV
  kept bond 1.0 eV, cut bond 0.5 eV: |det(1+G1 V)| = 1.0000, lowest |E| of 60 cells = 0.5013 eV
Simple chain: eps = 0.0 eV, v = -1.0 eV, E = 1.2 eV
  k = 2.2143 rad per site
  lambda = -0.6000 +0.8000i (no unit)
  G_0 = 0.0000 -0.6250i 1/eV
  G_1 = 0.5000 +0.3750i 1/eV
  1 + v G_1 = 0.5000 -0.3750i (no unit)
  surface g = 0.6000 -0.8000i 1/eV
  self-energy v^2 g = 0.6000 -0.8000i eV
  Gamma = 1.6000 eV, |dE/dk| = 1.6000 eV
  transmission of the rejoined chain = 1.0000
Outside the band, E = 2.5 eV
  lambda = -0.5000, G_0 = 0.6667 1/eV, G_1 = -0.3333 1/eV, g = 0.5000 1/eV
States per spin below 1.2 eV: formula, open chain of 1000 sites
  site 1: 0.8576, 0.8576
  site 2: 0.6621, 0.6620
  site 3: 0.6699, 0.6699
Density of states in 1/eV: E (eV), bulk, site 1, site 2
  0.00  0.1592  0.3183  0.0000
  1.20  0.1989  0.2546  0.3667
  1.90  0.5097  0.0994  0.3588
  1.99  1.5935  0.0318  0.1259
Surface level shift D on the chain
  D = 0.8 eV: highest level 2.0000 eV, inside the band
  D = 1.5 eV: bound state at 2.1667 eV, surface weight 0.5556
Surface density of states at E = 1.2 eV
  ideal cut: 0.2546 1/eV
  surface shift 0.2 eV: 0.3183 1/eV (+25.0 %)
  second-neighbour hopping 0.1 eV: 0.2233 1/eV (-12.3 %)
```
